\section*{Choosing the stopping time in temperature-accelerated dynamics of a defect}

\section{What scaling already fixes}

Temperature-accelerated dynamics runs a defect at a high temperature $T_h$, records how it tries to leave its state, and converts each attempt into the time at which it would have occurred at the temperature of interest $T_l<T_h$. The user sets $T_h$, a minimum prefactor $\nu_{\min}$ and an allowed miss probability $\delta$. Together they decide how long the hot run must last.

Let $t_{\rm short}$ be the shortest low-temperature escape time found so far, and let $t_{\rm stop}=f(t_{\rm short})$ be the hot time at which the search may end. Write $\beta=1/k_BT$ and $q=\beta_h/\beta_l=T_l/T_h$. Suppose that nothing is assumed about unseen pathways except that their prefactors are at least $\nu_{\min}$. Raising every barrier by the same energy $\epsilon$ then leaves the assumption unchanged, multiplies all hot times by $e^{\beta_h\epsilon}$ and all cold times by $e^{\beta_l\epsilon}$. The rule must follow this change:
\begin{equation}
f(e^{\beta_l\epsilon}t_{\rm short})=e^{\beta_h\epsilon}f(t_{\rm short}).
\end{equation}
With $\lambda=e^{\beta_l\epsilon}$ this reads $f(\lambda t)=\lambda^{q}f(t)$, so $f$ is a power law with exponent $q$. With energy counted as a separate unit, the only other quantity whose dimension involves time is $\nu_{\min}$, an inverse time. Hence
\begin{equation}
t_{\rm stop}=C(\delta,q)\,\nu_{\min}^{-(1-q)}\,t_{\rm short}^{\,q}.
\label{form}
\end{equation}
Statistics has to supply only the number $C$. The argument ignores the requirement that barriers be positive; the condition under which this is harmless appears below.

\section{Why attempts can be extrapolated}

Pathway $i$ has barrier $E_i$, a temperature-independent prefactor $\nu_i$, and rate
\begin{equation}
k_i(T)=\nu_i e^{-\beta E_i}.
\end{equation}
The defect is assumed to lose its memory inside the basin much faster than it escapes. When each attempt is recorded and the system is returned to the basin, the attempts of the different pathways are then independent Poisson processes, and the first attempt time $t_{i,h}$ is exponentially distributed with rate $k_i(T_h)$.

Let $\Delta\beta=\beta_l-\beta_h>0$ and define
\begin{equation}
t_{i,l}=t_{i,h}\,e^{E_i\Delta\beta}.
\label{map}
\end{equation}
Its distribution follows from that of $t_{i,h}$:
\begin{align}
P(t_{i,l}>s)&=P(t_{i,h}>s\,e^{-E_i\Delta\beta})\nonumber\\
&=\exp[-\nu_i e^{-\beta_hE_i}e^{-(\beta_l-\beta_h)E_i}s]
=e^{-k_i(T_l)s}.
\end{align}
This is the first-escape law at $T_l$. The prefactor has cancelled from the conversion, so the method needs the barrier of an observed pathway but not its prefactor. The smallest $t_{i,l}$ has mean $1/\sum_i k_i(T_l)$, and pathway $i$ supplies it with probability $k_i(T_l)/\sum_jk_j(T_l)$. A repeated attempt on the same pathway occurs later and is stretched by the same factor, so it cannot win.

The order of events can change, because high barriers are stretched more than low ones. The first hot attempt is therefore not in general the cold escape, and the run must continue until a later winner is sufficiently unlikely.

\section{The stopping time}

An attempt at hot time $t$ beats the current winner if $t\,e^{E\Delta\beta}<t_{\rm short}$, that is, if
\begin{equation}
E<E^*(t)=\frac{\ln(t_{\rm short}/t)}{\Delta\beta}.
\label{ceiling}
\end{equation}
This ceiling falls as the run proceeds. A pathway below it with $\nu\ge\nu_{\min}$ has a hot rate above $\nu_{\min}e^{-\beta_hE^*}$. The probability that it is still unseen at $t$ is therefore below $\exp[-\nu_{\min}e^{-\beta_hE^*(t)}t]$. Setting this bound equal to $\delta$, with $L=\ln(1/\delta)$, gives
\begin{equation}
\nu_{\min}\,t\,e^{-\beta_hE^*(t)}=L .
\label{condition}
\end{equation}
Inserting (\ref{ceiling}) turns the exponential into a power:
\begin{align}
\nu_{\min}\,t\left(\frac{t}{t_{\rm short}}\right)^{\beta_h/\Delta\beta}&=L,\nonumber\\
t^{\,1+\beta_h/\Delta\beta}&=\frac{L}{\nu_{\min}}\,t_{\rm short}^{\,\beta_h/\Delta\beta}.
\end{align}
The exponent on the left is $\beta_l/\Delta\beta$. Raising both sides to the power $\Delta\beta/\beta_l=1-q$ gives
\begin{equation}
\boxed{t_{\rm stop}=\left(\frac{L}{\nu_{\min}}\right)^{1-q}t_{\rm short}^{\,q}},
\qquad q=\frac{T_l}{T_h}.
\label{stop}
\end{equation}
This has the form (\ref{form}), with $C=L^{1-q}$.

Dividing $t_{\rm short}$ by (\ref{stop}) gives the time gain, and (\ref{ceiling}) then gives the ceiling at the stop:
\begin{align}
\frac{t_{\rm short}}{t_{\rm stop}}&=\left(\frac{\nu_{\min}t_{\rm short}}{L}\right)^{1-q},
\label{gain}\\
E^*(t_{\rm stop})&=\frac{1-q}{\Delta\beta}\ln\frac{\nu_{\min}t_{\rm short}}{L}
=k_BT_l\ln\frac{\nu_{\min}t_{\rm short}}{L}.
\label{estar}
\end{align}
The last step uses $(1-q)/\Delta\beta=1/\beta_l$. At fixed $t_{\rm short}$ the ceiling does not depend on $T_h$: a hotter run reaches the same ceiling sooner. The ceiling is positive, and there is a gain, if $\nu_{\min}t_{\rm short}>L$. This is the condition left open in the scaling argument. As $T_h\to T_l$, $q\to1$ and the gain disappears. As $T_h\to\infty$, the formula tends to $L/\nu_{\min}$, but separated escapes with Arrhenius rates cease to exist long before that limit.

\section{What the confidence setting guarantees}

The stopping time changes whenever a better winner appears, so a bound derived for fixed $t_{\rm short}$ needs justification. Let the run end at $S$, the later of the last update and the current $t_{\rm stop}$. Consider the event that pathway $j$ is unseen at $S$ although its cold time lies below the recorded $t_{\rm short}$. Up to $S$ the run is identical to one from which $j$ has been removed. The stopping time of that reduced run depends on the other pathways alone and is independent of $t_{j,h}$. Conditional on the others, the miss probability is
\begin{equation}
p_j=\max\{0,\;e^{-k_j(T_h)S}-e^{-k_j(T_h)t_{\rm short}e^{-E_j\Delta\beta}}\}.
\label{miss}
\end{equation}
If $E_j\ge E^*(S)$ it is zero. Otherwise $E_j<E^*(S)\le E^*(t_{\rm stop})$, and the first exponential is at most $\delta$. A wrong result means that some pathway was missed in this way, so for $N$ pathways
\begin{equation}
P(\text{wrong escape})\le\sum_jP(j\text{ missed})\le N\delta .
\end{equation}
Thus $\delta$ bounds the miss probability of each pathway; for the whole catalogue the bound proved here is $N\delta$.

The second exponential in (\ref{miss}) makes the bound conservative. Its exponent is $k_j(T_l)t_{\rm short}$, because $\beta_h+\Delta\beta=\beta_l$. Take $S=t_{\rm stop}$, $\nu_j=\nu_{\min}$ and $x=e^{\beta_h(E^*-E_j)}\ge1$, with $E^*$ evaluated at the stop. Condition (\ref{condition}) gives $k_j(T_h)t_{\rm stop}=Lx$. Since $t_{\rm short}=t_{\rm stop}e^{E^*\Delta\beta}$, it also gives $k_j(T_l)t_{\rm short}=Lx^r$, with $r=T_h/T_l$. Therefore
\begin{equation}
p=e^{-Lx}-e^{-Lx^r}.
\label{universal}
\end{equation}
This vanishes at $x=1$ and as $x\to\infty$, with a maximum between. For $\delta=0.05$ and $r=2.8$ the maximum is 0.0207.

A larger prefactor $\nu=c\nu_{\min}$ replaces $L$ by $cL$ in (\ref{universal}). At the maximum, $\partial p/\partial x=0$ gives $e^{-cLx}=r x^{r-1}e^{-cLx^r}$. The change of the maximum with $c$ is then
\begin{equation}
\frac{dp_{\max}}{dc}=-Lxe^{-cLx}+Lx^re^{-cLx^r}
=-Lxe^{-cLx}\left(1-\frac1r\right)<0.
\end{equation}
The minimum prefactor is thus the worst allowed case. Stopping later than $t_{\rm stop}$ also lowers (\ref{miss}).

\section{The procedure}

\begin{enumerate}
\item Start with $t_{\rm short}=t_{\rm stop}=\infty$.
\item Continue the hot run to its next attempt. If $t_{\rm stop}$ is reached first, stop there.
\item Return the system to the basin. If the pathway has been seen before, go to step 2.
\item Extrapolate the first occurrence with (\ref{map}). If it is below $t_{\rm short}$, store it as the winner and update $t_{\rm stop}$ with (\ref{stop}).
\item If the new $t_{\rm stop}$ has already passed, stop now; otherwise go to step 2.
\item Accept the winning pathway, advance the physical clock by $t_{\rm short}$, and begin again in the new state.
\end{enumerate}

If the list of barriers is known to be complete, a second rule is available. Let $E_u$ be the lowest barrier not yet seen. By (\ref{ceiling}), no unseen pathway can win after
\begin{equation}
t_{\rm cert}=t_{\rm short}e^{-E_u\Delta\beta}.
\label{cert}
\end{equation}
This rule needs neither $\nu_{\min}$ nor $\delta$, and if all pathways have been seen the run may end at once. Its certainty is that of the list. Rule (\ref{stop}) also covers pathways missing from the list, provided that their prefactors are at least $\nu_{\min}$ and that their barriers can be determined when they occur.

\section{A vacancy beside a solute in nickel}

Consider a vacancy next to a substitutional solute in fcc nickel, at $T_l=500$ K. Of the vacancy's twelve neighbours, one is the solute, four are also neighbours of the solute, and seven are not. Jumps of these atoms exchange the solute, rotate the pair, or separate it. The model gives each class one barrier, although the seven separating jumps lead to three inequivalent shells (two, four and one sites) whose barriers differ in general. Each class may then be treated as one pathway with the summed prefactor. The parameters are round model values:
\begin{center}
\begin{tabular}{lcccc}
class & $E$ (eV) & $\nu$ per path (s$^{-1}$) & hot share & cold share\\
exchange & 1.00 & $4\times10^{12}$ & 0.121 & 0.737\\
rotation & 1.15 & $1\times10^{13}$ & 0.350 & 0.227\\
separation & 1.30 & $3\times10^{13}$ & 0.529 & 0.037
\end{tabular}
\end{center}
The shares are rates divided by the total rate at $T_h=1400$ K and at 500 K. Separation is the most frequent hot attempt, but exchange dominates in the cold. The settings are $\nu_{\min}=10^{12}$ s$^{-1}$ and $\delta=0.05$, so $L=2.996$; also $\Delta\beta=14.92$ eV$^{-1}$ and $1-q=0.643$.

One run, selected because the exchange is seen last and yet wins, goes as follows. Separation occurs at 0.041 ns and extrapolates to 10.8 ms. Rotation occurs at 0.177 ns and lowers the cold time to 5.01 ms. Exchange occurs at 0.593 ns, and its stretch factor $3.018\times10^6$ gives
\begin{equation}
t_{\rm short}=0.5931\ {\rm ns}\times3.018\times10^6=1.79\ {\rm ms}.
\end{equation}
Equation (\ref{gain}) then gives
\begin{equation}
\frac{t_{\rm short}}{t_{\rm stop}}=\left(\frac{10^{12}\times1.79\times10^{-3}}{2.996}\right)^{0.643}=4.4\times10^5,
\end{equation}
so $t_{\rm stop}=4.08$ ns. The ceiling is $0.0431\ln(5.98\times10^8)=0.87$ eV. The remaining hot time guards against unlisted pathways: at the stop, one above 0.87 eV can no longer win, and one below it with a prefactor of at least $\nu_{\min}$ would have been seen with a probability of at least 0.95. With a complete list, the run could have ended at 0.593 ns, when the last class was seen. Just after the rotation, with the exchange still unseen, (\ref{cert}) would have set the limit at $5.01\ {\rm ms}/(3.018\times10^6)=1.66$ ns, against 5.89 ns from (\ref{stop}).

Over 40\,000 simulated runs the winning shares are 0.737, 0.226 and 0.037, and the mean cold time is 2.209 ms. Direct low-temperature kinetics gives 2.212 ms. The mean hot run is 3.92 ns, a gain of $5.6\times10^5$ as a ratio of means. The hot time can be predicted. If $t_{\rm short}$ is exponential with mean $\tau$, then $\langle t_{\rm short}^q\rangle=\Gamma(1+q)\tau^q$. Neglecting misses and late stops, the mean hot time is $\Gamma(1.357)\,t_{\rm stop}(\tau)=0.89\times4.40\ {\rm ns}=3.92$ ns.

No winner was missed in these runs, although $N\delta=0.15$. The exchange can be missed only if the ceiling exceeds 1.00 eV, which by (\ref{estar}) requires $t_{\rm short}>36$ ms from the other two classes. Their combined cold rate is 119 s$^{-1}$, so this has probability about $e^{-4.3}=0.014$. The exchange prefactor is four times $\nu_{\min}$, so the chance of then not having seen it is at most $\delta^4=6\times10^{-6}$. The product, about $10^{-7}$, is an upper bound on the miss probability; the other classes require still longer cold times and contribute less.

Two harder cases pair a pathway of 1.30 eV and $3\times10^{13}$ s$^{-1}$ with one that is slower at 1400 K but faster at 500 K. When the second has 1.05 eV and exactly $\nu_{\min}$, integration of (\ref{miss}) over the first attempt time gives a miss probability of 0.0072, and 40\,000 runs give 0.0067. When it has 0.95 eV and $\nu_{\min}/10$, integration gives 0.324 and 10\,000 runs give 0.324. The second pair breaks the assumption, and the error is more than six times $\delta$. The numerical output follows this text.

\section{Choosing the three settings}

\paragraph{Minimum prefactor.} Choose a value below the prefactor of any pathway that matters, including those not yet found. At fixed $t_{\rm short}$ the hot time varies as $\nu_{\min}^{-(1-q)}$. In the example, lowering $\nu_{\min}$ tenfold costs a factor $10^{0.643}=4.4$. If a true prefactor is $c\nu_{\min}$ with $c<1$, the single-path bound weakens from $\delta$ to $\delta^c$; for $c=0.1$ it is 0.74. Only the ratio $L/\nu_{\min}$ enters (\ref{stop}), so restoring the bound of 0.05 through $\delta$ would require $\delta=0.05^{10}\approx10^{-13}$, at the same cost in hot time as lowering $\nu_{\min}$ tenfold.

\paragraph{Miss probability.} For $M$ successive escapes with at most $N$ pathways each, unlisted ones included, the total error is at most $MN\delta$. A target error $\eta$ is met by $\delta=\eta/(MN)$. The cost is small because $\delta$ enters through $L^{1-q}$. With $M=100$, $N=3$ and $\eta=0.05$, $L$ rises from 3.00 to 8.70, and the hot time at fixed $t_{\rm short}$ rises by $(8.70/3.00)^{0.643}=2.0$. A diffusion coefficient needs such a sequence, with its return jumps, and not just the first escape treated here.

\paragraph{High temperature.} At fixed $t_{\rm short}=2.21$ ms, (\ref{gain}) gives a gain of $2.7\times10^4$ at 1000 K and $5.0\times10^5$ at 1400 K. The upper limit is set by the physics. Attempts must remain well separated, the crystal must remain solid, and the same barriers must apply at both temperatures. In the example the total attempt rate is $8.3\times10^9$ s$^{-1}$, or 0.008 attempts during a rough relaxation time of 1 ps.

\paragraph{Barrier accuracy.} If the hot dynamics is right but the barrier used in (\ref{map}) is wrong by $d$, the cold time is wrong by $e^{d\Delta\beta}$. A barrier taken 0.01 eV too high makes it 16\% too long. Unequal errors can also alter which pathway wins.

\section{How far the model is from real nickel}

Vacancy barriers near 1 eV and prefactors of $10^{12}$ to $10^{14}$ s$^{-1}$ are of the usual order for nickel, but the three barriers represent no particular solute. For the exchange path, a cosine-shaped barrier gives full-to-harmonic rate ratios of 0.965 at 1400 K and 0.989 at 500 K, so extrapolation makes the cold time about 2.5\% too long. This one-coordinate estimate does not bound the anharmonicity of the many-atom crystal at 1400 K, which may be larger. Tunnelling through a barrier top with a rough frequency of 5 THz raises the cold rate by about 1\%, and the zero-point energy of a well with the same frequency adds about as much again.

Changes of the barrier between the two temperatures matter more. Suppose that the hot run and its barrier search both see $E-d$, while the cold barrier is $E$. The extrapolated mean time is $e^{\beta_l(E-d)}/\nu$ instead of $e^{\beta_lE}/\nu$, so the true time is longer by $e^{\beta_ld}$. With the room-temperature expansion coefficient of roughly $1.3\times10^{-5}$ K$^{-1}$, a cell expanded to its 1400 K size has linear strain $\varepsilon=1.3\times10^{-5}\times900=1.17\%$ relative to 500 K. Its static pressure is $-3B\varepsilon$, which lowers the barrier by $d=3B\varepsilon V_m$, where $B$ is the bulk modulus and $V_m$ the migration volume. With rough values $B=180$ GPa and $V_m$ equal to a tenth of the atomic volume, $d=0.043$ eV and the true time is 2.7 times longer. This factor is only a rough estimate and may be low. It depends exponentially on the assumed $V_m$: twice the value gives a factor of 7 and three times gives 20, and simple many-body potentials for pure nickel imply 0.2 to 0.3 atomic volumes at this strain. In addition, the expansion coefficient is larger at high temperature, while the linear pressure law overstates the tension at such a strain. Keeping the hot run at the 500 K lattice constant removes this particular shift.

Nickel is also ferromagnetic at 500 K and paramagnetic at 1400 K. The resulting barrier shift is not calculated here. If it were as large as $k_B$ times a Curie temperature of roughly 630 K, or 0.054 eV, and the barrier search saw the shifted barrier as the hot run does, the cold time would change by a factor of 3.5, in a direction set by the sign of the shift. If the search saw the 500 K barrier instead, only the hot rate would be affected, and the factor would be 1.6. Systematic factors of this size far exceed the sampling error of the mean cold time in the example, about 0.5\% for 40\,000 runs, and neither a longer hot run nor a smaller $\delta$ reduces them.

\section*{Computed values}
\begin{verbatim}
T_hot, T_cold = 1400, 500 K
kT_hot, kT_cold = 0.12064, 0.04309 eV
delta beta = 14.9201 1/eV
nu_min = 1.0e+12 1/s; delta = 0.05; ln(1/delta) = 2.9957
exchange: paths 1, E = 1.00 eV, nu per path = 4.0e+12 1/s
  class rate hot 1.005e+09, cold 3.330e+02 1/s
  stretch factor exp(E*delta beta) = 3.0180e+06
  share: hot 0.1212, cold 0.7367, TAD 0.7367
rotation: paths 4, E = 1.15 eV, nu per path = 1.0e+13 1/s
  class rate hot 2.899e+09, cold 1.025e+02 1/s
  stretch factor exp(E*delta beta) = 2.8293e+07
  share: hot 0.3495, cold 0.2267, TAD 0.2261
separation: paths 7, E = 1.30 eV, nu per path = 3.0e+13 1/s
  class rate hot 4.390e+09, cold 1.655e+01 1/s
  stretch factor exp(E*delta beta) = 2.6523e+08
  share: hot 0.5293, cold 0.0366, TAD 0.0372
Selected run (exchange seen last, yet wins):
  separation: t_hot 0.0407 ns, t_cold 10.8046 ms, t_stop 7.7581 ns
  rotation: t_hot 0.1769 ns, t_cold 5.0052 ms, t_stop 5.8939 ns
  exchange: t_hot 0.5931 ns, t_cold 1.7900 ms, t_stop 4.0824 ns
  stopped at 4.0824 ns after 39 attempts
  barrier ceiling E* at stop = 0.8707 eV
  time gain of this run = 4.385e+05
Ensemble: 40000 runs
  mean cold time: TAD 2.2092 ms, direct 2.2121 ms
  KS p-value for exponential law = 0.476
  mean hot run = 3.9157 ns
  mean time gain (ratio of means) = 5.642e+05
  missed winners = 0.00000; bound N*delta = 0.15
Worst single-path miss probability = 0.02068
Pair at nu_min (1.30, 1.05 eV): missed, quadrature 0.00718, runs 0.00665
Pair at nu_min/10 (1.30, 0.95 eV): missed, quadrature 0.3245, runs 0.3240
Neglected effects, exchange path (rough inputs):
  full/harmonic rate: hot 0.9651, cold 0.9888
  tunnelling at 5 THz, cold: +0.96 %
  attempts per 1 ps relaxation = 0.0083
  expansion 1.3e-05 1/K, strain 1.17 %
  bulk modulus 180 GPa, a = 0.352 nm, migration volume 0.1 atomic
  hot-cell barrier shift 0.0430 eV: time factor 2.71
  k_B*T_Curie (630 K) = 0.0543 eV: time factor 3.53
\end{verbatim}
